# Bias of a Ratio of Averages and Its Jackknife Correction

Consider a Monte Carlo calculation whose configurations carry signed weights. Sample \(i\) supplies a weight \(S_i\) and an observable \(O_i\), combined into \(A_i=S_iO_i\). In the usual treatment of a sign problem, configurations are drawn from the absolute value of the true weight, and \(S_i=\pm1\) is the sign that was left out. An average over the sampled distribution is written \(\langle\cdot\rangle\). The physical expectation value is

\[
R=\frac{\langle A\rangle}{\sigma},\qquad \sigma=\langle S\rangle>0 .
\]

From \(N\) samples one forms the averages \(\bar A=N^{-1}\sum_iA_i\) and \(\bar S=N^{-1}\sum_iS_i\), and estimates \(R\) by \(\bar A/\bar S\). Each average is unbiased, but their ratio in general is not, because \(1/\bar S\) is a nonlinear function of fluctuating data and because \(\bar A\) and \(\bar S\) fluctuate together.

The pairs \((A_i,S_i)\) are assumed independent and identically distributed, with \(|S_i|\le w\) and \(|A_i|\le a\). One more precaution is needed before the word "bias" has a meaning. With an even number of signs, \(\bar S=0\) has a positive probability, and the plain ratio then has no expectation. I therefore fix a constant \(c\) with \(0<c<\sigma\) and define

\[
\hat R=\frac{\bar A}{\max(\bar S,c)} .
\]

The bias is \(b(N)=\langle\hat R\rangle-R\). The claim is that constants \(b_1,b_2,b_3\), independent of \(N\) and of \(c\), exist such that

\[
b(N)=\frac{b_1}{N}+\frac{b_2}{N^2}+\frac{b_3}{N^3}+O(N^{-4}),
\tag{1}
\]

and that the jackknife removes the term \(b_1/N\).

The first task is to show that the floor \(c\) hardly ever acts. Let \(X=\sigma-S\), which has zero mean and lies in an interval of length \(2w\). For \(\lambda>0\), the event \(\bar S<c\) implies \(e^{\lambda\sum_iX_i}>e^{\lambda N(\sigma-c)}\). A positive variable exceeds a given level with probability at most its mean divided by that level, so

\[
P(\bar S<c)\le e^{-\lambda N(\sigma-c)}\,\langle e^{\lambda X}\rangle^N .
\]

Put \(K(\lambda)=\ln\langle e^{\lambda X}\rangle\). Then \(K(0)=0\) and \(K'(0)=\langle X\rangle=0\), while \(K''(\lambda)\) is the variance of \(X\) in the distribution reweighted by \(e^{\lambda X}\). A variance is no larger than the mean squared distance from the midpoint of the interval, which is at most \(w^2\). Integrating twice gives \(K(\lambda)\le\lambda^2w^2/2\). The choice \(\lambda=(\sigma-c)/w^2\) then yields

\[
P(\bar S<c)\le\exp\!\left[-\frac{N(\sigma-c)^2}{2w^2}\right].
\tag{2}
\]

Since \(|\hat R|\le a/c\), the event \(\bar S<c\) contributes to the bias an amount that decreases exponentially with \(N\). It cannot change a coefficient in (1).

To find the coefficients, introduce the combination

\[
D_i=A_i-RS_i,\qquad \langle D\rangle=\langle A\rangle-R\sigma=0 .
\]

When \(\bar S\ge c\), the error of the estimate is

\[
\hat R-R=\frac{\bar A-R\bar S}{\bar S}=\frac{\bar D}{\bar S}.
\tag{3}
\]

The numerator now has zero mean, so a bias can come only from its statistical dependence on the denominator, through the covariance or through higher mixed moments such as \(\langle D\,(S-\sigma)^2\rangle\), or from the exponentially rare floor event. Write \(\delta S=S-\sigma\), \(\delta\bar S=\bar S-\sigma\) and \(x=\delta\bar S/\sigma\), so that \(\bar S=\sigma(1+x)\). The finite geometric sum is an identity for \(x\ne-1\):

\[
\frac1{1+x}=\sum_{k=0}^{6}(-x)^k+\frac{(-x)^7}{1+x}.
\]

Dividing by \(\sigma\) and multiplying by \(\bar D\) gives

\[
\frac{\bar D}{\bar S}=\frac1\sigma\sum_{k=0}^{6}\bar D(-x)^k-\frac{\bar D\,x^7}{\bar S}.
\tag{4}
\]

The size of each term follows from counting indices. A product of \(m\) centred averages is \(N^{-m}\) times a sum over \(m\) sample indices. Independence makes the expectation of a summand vanish if any index occurs once, because that factor averages to zero by itself. Every index must therefore occur at least twice, which leaves at most \(\lfloor m/2\rfloor\) distinct indices and a number of summands of order \(N^{\lfloor m/2\rfloor}\). The expectation is thus of order \(N^{-\lceil m/2\rceil}\). It is also a polynomial in \(1/N\), since the number of ways to choose \(q\) distinct ordered indices is \(N(N-1)\cdots(N-q+1)\).

The last term of (4) is needed only where \(\bar S\ge c\), and there its magnitude is at most \(|\bar D||x|^7/c\). By the Cauchy–Schwarz inequality its expectation is bounded by

\[
\frac1c\sqrt{\langle\bar D^2\rangle\langle x^{14}\rangle}
=O\!\left(\sqrt{N^{-1}N^{-7}}\right)=O(N^{-4}).
\]

The polynomial terms are bounded, so extending their averages from \(\bar S\ge c\) to all samples costs only an exponentially small amount, by (2). The term with index \(k\) contains \(k+1\) centred averages. Hence \(k=1\) starts at order \(N^{-1}\), \(k=2,3\) at \(N^{-2}\), \(k=4,5\) at \(N^{-3}\), and \(k=6\) at \(N^{-4}\). This proves the form (1).

Let \(C=\langle D\,\delta S\rangle\) and \(V=\langle\delta S^2\rangle\). The term \(k=0\) vanishes because \(\langle\bar D\rangle=0\). For \(k=1\), the \(N\) summands with equal indices survive:

\[
\langle\bar D\,\delta\bar S\rangle
=\frac1{N^2}\sum_{ij}\langle D_i\,\delta S_j\rangle=\frac CN .
\]

For \(k=2\), all three indices must coincide:

\[
\langle\bar D\,\delta\bar S^2\rangle=\frac{N\langle D\,\delta S^2\rangle}{N^3}
=\frac{\langle D\,\delta S^2\rangle}{N^2}.
\]

For \(k=3\), either all four indices coincide or they form two different pairs. The factor \(D\) can be paired with any of the three factors \(\delta S\), so

\[
\langle\bar D\,\delta\bar S^3\rangle
=\frac{N\langle D\,\delta S^3\rangle+3N(N-1)CV}{N^4}
=\frac{3CV}{N^2}+O(N^{-3}).
\]

In (4) these three averages carry the factors \(-1/\sigma^2\), \(+1/\sigma^3\) and \(-1/\sigma^4\). Therefore

\[
b_1=-\frac C{\sigma^2},\qquad
b_2=\frac{\langle D\,\delta S^2\rangle}{\sigma^3}-\frac{3CV}{\sigma^4}.
\tag{5}
\]

Inserting \(D=A-RS\) into \(C\) gives the equivalent form \(b_1=[RV-\mathrm{Cov}(A,S)]/\sigma^2\). The order-\(1/N\) bias thus has two sources: the curvature of \(1/\bar S\), and the correlation of numerator and denominator. They can cancel. If \(O\) is the same for every sample, then \(A=RS\), \(D=0\), and both coefficients vanish.

For pure signs the result becomes simpler. Since \(S^2=1\), we have \(AS=O\) and

\[
C=\langle DS\rangle-\sigma\langle D\rangle=\langle AS\rangle-R\langle S^2\rangle=\langle O\rangle-R .
\]

Here \(\langle O\rangle\) is the average obtained by ignoring the signs. Also \(V=1-\sigma^2\), and

\[
\langle D\,\delta S^2\rangle
=\langle DS^2\rangle-2\sigma\langle DS\rangle+\sigma^2\langle D\rangle
=0-2\sigma C+0 .
\]

Equation (5) then gives

\[
b_1=\frac{R-\langle O\rangle}{\sigma^2},
\]

\[
b_2=-\frac{2C}{\sigma^2}-\frac{3C(1-\sigma^2)}{\sigma^4}
=\frac{(R-\langle O\rangle)(3-\sigma^2)}{\sigma^4}.
\tag{6}
\]

At leading order the estimate is displaced from \(R\) in the direction away from the sign-ignoring average. The second term relative to the first is \((3-\sigma^2)/(N\sigma^2)\), so the expansion is useful when \(N\sigma^2\gg3\). A large \(N\) alone is not enough if the average sign is small.

The difference \(R-\langle O\rangle\) itself depends on \(\sigma\). Let \(o_+\) and \(o_-\) be the mean observables in the positive and negative sectors, whose probabilities are \((1\pm\sigma)/2\). Then

\[
\begin{aligned}
R-\langle O\rangle
&=\frac{1+\sigma}{2}\,o_+\left(\frac1\sigma-1\right)
-\frac{1-\sigma}{2}\,o_-\left(\frac1\sigma+1\right)\\
&=\frac{1-\sigma^2}{2\sigma}(o_+-o_-).
\end{aligned}
\]

With fixed sector means, \(b_1\) therefore grows as \(\sigma^{-3}\) for small \(\sigma\). It vanishes when the sectors have equal means, and also when \(\sigma=1\), where there is no sign to average.

The jackknife uses the \(N\) ratios obtained by leaving out one sample at a time. Let \(\hat R_{(-i)}\) be the floored ratio of the other \(N-1\) samples, with the same \(c\), and define

\[
R_J=N\hat R-(N-1)\frac1N\sum_{i=1}^N\hat R_{(-i)} .
\tag{7}
\]

The samples that remain after one deletion are again independent and have the original distribution. Each \(\hat R_{(-i)}\) thus has expectation \(R+b(N-1)\). The coefficients of \(R\) in (7) add to \(N-(N-1)=1\), so the bias of \(R_J\) is

\[
\begin{aligned}
\langle R_J\rangle-R&=N\,b(N)-(N-1)\,b(N-1)\\
&=(b_1-b_1)+b_2\left(\frac1N-\frac1{N-1}\right)\\
&\quad+b_3\left(\frac1{N^2}-\frac1{(N-1)^2}\right)+O(N^{-3}).
\end{aligned}
\]

The remainder is \(O(N^{-3})\) because an \(O(N^{-4})\) term has been multiplied by \(N\). The bracket multiplying \(b_3\) equals \(-(2N-1)/[N^2(N-1)^2]\), which is also \(O(N^{-3})\). Hence

\[
\langle R_J\rangle-R=-\frac{b_2}{N(N-1)}+O(N^{-3}).
\tag{8}
\]

The cancellation of \(b_1\) does not require its value. What remains is of order \(N^{-2}\), with a sign opposite to that of the second-order term in the original ratio.

The same operation can be followed on a single data set. Suppose that neither the full ratio nor any leave-one-out ratio touches the floor, and let \(T=\sum_iS_i=N\bar S\). Since \(N\bar A=\hat RT\),

\[
\hat R_{(-i)}-\hat R=\frac{\hat RT-A_i}{T-S_i}-\hat R
=-\frac{d_i}{T-S_i},\qquad d_i=A_i-\hat RS_i .
\]

The residuals satisfy \(\sum_id_i=0\). For pure signs \((T-S_i)(T+S_i)=T^2-1\), and \(d_iS_i=O_i-\hat R\). With \(\bar O=N^{-1}\sum_iO_i\), the mean shift is

\[
\frac1N\sum_i\left(\hat R_{(-i)}-\hat R\right)
=-\frac1N\sum_i\frac{d_i(T+S_i)}{T^2-1}
=\frac{\hat R-\bar O}{T^2-1}.
\]

Equation (7) equals \(\hat R\) minus \((N-1)\) times this mean shift, so

\[
R_J=\hat R-\frac{(N-1)(\hat R-\bar O)}{N^2\bar S^2-1}.
\tag{9}
\]

For large \(N\) the subtracted term is close to \((\hat R-\bar O)/(N\bar S^2)\), which is \(b_1/N\) from (6) with each expectation replaced by its sample value. For general weights, \(1/(T-S_i)=1/T+S_i/T^2+O(N^{-3})\). The first term drops out because \(\sum_id_i=0\), and the second shows that the jackknife subtracts, to leading order, \(\hat b_1/N\) with

\[
\hat b_1=-\frac1{\bar S^2}\,\frac1N\sum_id_iS_i .
\tag{10}
\]

This is the sample version of \(-C/\sigma^2\).

Whether the bias matters depends on the statistical error. To leading order (3) gives \(\hat R-R\approx\bar D/\sigma\), and therefore a standard deviation

\[
\Delta=\frac1\sigma\sqrt{\frac{\langle D^2\rangle}{N}} .
\tag{11}
\]

The bias divided by \(\Delta\) is of order \(N^{-1/2}\), so a single long run is limited by noise. The situation changes when ratios from \(M\) independent short runs are averaged: the noise falls to \(\Delta/\sqrt M\), while the bias stays at \(b(N)\). If the numerators and denominators are pooled before dividing, the sample size is \(MN\) and the leading bias is \(b_1/(MN)\).

As an example, take energies in units of a hopping \(t\), an average sign \(\sigma=0.25\), and sector means \(o_+=-2.0\,t\) and \(o_-=-1.6\,t\). Within each sector the energy is spread uniformly over \(\pm0.5\,t\) about its mean. The sector probabilities are \(0.625\) and \(0.375\), so

\[
R=\frac{0.625(-2.0)-0.375(-1.6)}{0.25}\,t=\frac{-0.65}{0.25}\,t=-2.60\,t,
\]

\[
\langle O\rangle=\left[0.625(-2.0)+0.375(-1.6)\right]t=-1.85\,t .
\]

The physical energy lies below both sector means. This is possible because the negative sector enters with a negative weight. The coefficients (6) are

\[
b_1=\frac{-0.75}{0.0625}\,t=-12\,t,\qquad
b_2=\frac{-0.75\times2.9375}{0.00390625}\,t=-564\,t .
\]

For \(N=1000\) the first two terms of (1) give \(-0.012000\,t-0.000564\,t=-0.012564\,t\). The exact bias can be found without sampling: for given signs both estimators are linear in the energies, which may then be replaced by their sector means, and what remains is a finite sum over the number of positive signs. With \(c=0.05\) that sum gives \(-0.012613\,t\). The jackknife bias from the same sum is \(+0.00067\,t\), about nineteen times smaller in magnitude. Its leading term (8) is \(+0.00056\,t\), so higher orders are still visible at this \(N\). At \(N=8000\) the exact jackknife bias is \(8.99\times10^{-6}\,t\), against \(8.81\times10^{-6}\,t\) from (8). Between \(N=4000\) and \(8000\) the two biases fall with effective powers \(1.01\) and \(2.03\) of \(1/N\).

The floor has no practical influence here. For \(N=1000\) the probability of \(\bar S<c\) is \(4.7\times10^{-11}\), below the bound \(2.1\times10^{-9}\) from (2). Lowering \(c\) to \(0.02\) changes neither bias by more than \(1.6\times10^{-9}\,t\).

For the statistical error, \(S^2=1\) gives \(D^2=(O-R)^2\). The uniform spread adds its variance \(0.5^2/3\) to the squared distances of the sector means from \(R\):

\[
\langle D^2\rangle=\left[0.625(0.6)^2+0.375(1.0)^2+\frac{0.25}{3}\right]t^2=0.683\,t^2 .
\]

Equation (11) then gives \(\Delta=0.105\,t\) for \(N=1000\). The bias is \(0.12\) of this, so by the leading-order formula it equals the noise of an average over about \(1/0.12^2\approx70\) such runs. The actual one-run spread at this \(N\), about \(0.11\,t\), is somewhat larger than \(\Delta\) and raises that number to about 80. In a simulation of 20000 runs, the averaged ratios missed \(R\) by \(-0.0127\,t\) with a standard error of \(0.0008\,t\), a clear bias. The averaged jackknife estimates missed it by \(0.0006\,t\) and the pooled ratio by \(0.0001\,t\), both within about one standard error. The observed one-run spreads were \(0.113\,t\) for the ratio and \(0.107\,t\) for the jackknife, so at this \(N\) removing the bias did not increase the noise. This does not carry over to much shorter runs. For \(N=200\), where \(N\sigma^2=12.5\), the exact sum over the number of positive signs with the same \(c\) gives a one-run spread of \(1.7\,t\) for the jackknife against \(0.36\,t\) for the ratio.

Independence was used both in the index counting and in the deletion argument. Population control can violate it by copying walkers. As a limiting case, let each of \(M\) independent samples be present in \(g\) identical copies, so that the data set has \(N=gM\) entries. Copying leaves \(\bar A\), \(\bar S\) and \(\hat R\) unchanged, so the leading bias is still \(b_1/M\). The sample average in (10) is unchanged too, but a jackknife that deletes single entries subtracts

\[
\frac{\hat b_1}{N}=\frac1g\,\frac{\hat b_1}{M}.
\]

It removes only the fraction \(1/g\) of the leading bias. In the simulation with \(M=1000\) and \(g=4\), deleting single copies produced \(0.250\) of the correction found by deleting whole families, and left a mean error of \(-0.0094\,t\).

The remedy is to make the independent unit the unit of deletion. If the families are independent and identically distributed, and their size is bounded, their summed weights and summed numerators are pairs of the kind assumed at the start, and (1) and (8) hold with \(N\) replaced by the number of families. Successive blocks of a Markov chain satisfy this condition only approximately, and they must be long compared with the correlation time for it to be a reasonable assumption.

The numerical check also tests the general coefficients (5), by complete enumeration of a model with three unequal weights, and the closed form (9), against explicit leave-one-out ratios.

## Numbers as computed

```
Three-outcome model with unequal weights (energies in t)
samples N = 400, mean weight = 0.7900, floor = 0.2
formula b1 = 0.68234 t, b2 = 2.33366 t
exact ratio bias = 1.720641e-03 t, b1/N = 1.705849e-03 t
N^2 (exact bias - b1/N) = 2.36671 t
exact jackknife bias = -1.50408e-05 t
-b2/(N(N-1)) = -1.46219e-05 t
Sign model (energies in t)
average sign = 0.25, floor c = 0.05, P(+) = 0.6250
sector means: + -2.0 t, - -1.6 t; half-width 0.5 t
true ratio R = -2.6000 t, sign-ignoring <O> = -1.8500 t
b1 = -12.0000 t, b2 = -564.000 t
N | exact ratio bias | b1/N | exact jackknife bias | -b2/(N(N-1)), in t
1000 | -1.261335e-02 | -1.200000e-02 | 6.69979e-04 | 5.64565e-04
2000 | -6.146793e-03 | -6.000000e-03 | 1.53011e-04 | 1.41071e-04
4000 | -3.035953e-03 | -3.000000e-03 | 3.66862e-05 | 3.52588e-05
8000 | -1.508899e-03 | -1.500000e-03 | 8.98825e-06 | 8.81360e-06
decay exponent from the last two N: ratio 1.0087, jackknife 2.0291
N = 1000: P(mean sign < c) = 4.711e-11, bound = 2.061e-09
N = 1000: P(mean sign = 0) = 2.440e-16
largest bias change for floor 0.02: 1.5e-09 t
Simulation: 20000 runs of N = 1000 samples
mean of ratios - R = -0.01270 t, standard error 0.00080 t
mean of jackknives - R = 0.00061 t, standard error 0.00076 t
pooled ratio - R = 0.00012 t, predicted error 0.00074 t
one-run spread: ratio 0.11268 t, jackknife 0.10689 t
one-run spread from leading formula = 0.10456 t
exact |bias| / predicted one-run spread = 0.1206
mean (ratio - jackknife) = -0.013314 t, error 0.000043 t
exact expectation of that difference = -0.013283 t
largest closed-form mismatch = 1.5e-12 t
copies per sample = 4; correction by deleting one copy,
as a fraction of the family correction = 0.25018
mean after deleting single copies - R = -0.00937 t
```
